# Metastable states and occupation-matrix control in a model of DFT+U, part 1

(Sections cited here and not found follow in the second part.)

## 1. Two converged answers

Take a $d^2$ site with ligands and run the same self-consistent DFT+U calculation twice, changing only the starting guess. In the model of section 10, where symmetry keeps the site occupation matrix diagonal, the run started from the plain-DFT density converges to $-15.8226$ eV with $d_{xy}$ and $d_{yz}$ filled. The run started with $d_{xy}$ and $d_{xz}$ filled converges to $-15.8620$ eV. Both solutions fill the lowest levels of their own potential, both have a gap, and nothing in the first run signals that a lower state exists. The higher solution is held by the imposed symmetry: if off-diagonal elements are allowed and a small $xz$–$yz$ coherence is seeded, it relaxes to the lower one. With the symmetry kept, raising $U$ slowly from zero ends in the same higher state. The energy error is small, 0.0394 eV (0.00145 hartree) relative to the exact minimum of the model, but the wrong orbital is occupied, so the orbital order and every ligand-field splitting read from that solution belong to an excited state.

The short explanation, that the concave $U$ penalty puts a barrier between integer fillings, is only part of the truth. The penalty blocks one kind of path between fillings and leaves another kind free. Whether a filling is a true minimum depends on what closes the second path.

## 2. The model and its four ingredients

One spin channel of a shell of $M$ orbitals holds $N$ electrons; the other spin channel is taken as frozen. The algebra is in atomic units and the numbers in eV. The variable is the occupation matrix $n$, a Hermitian $M\times M$ matrix with eigenvalues in $[0,1]$ and $\operatorname{Tr}n=N$. In the basis of crystal-field orbitals write $d_i=n_{ii}$ and let $O$ be the off-diagonal part of $n$. The energy is

$$E(n)=\sum_i\varepsilon_i d_i+\frac U2\operatorname{Tr}\,n(1-n)+w\sum_{i<j}|n_{ij}|^2,\qquad U\ge0,\ w\ge0. \tag{1}$$

The ingredients are the levels $\varepsilon_i$, taken all distinct; the Dudarev penalty, with $U$ standing for the effective $U-J$; a stiffness $w$ against mixing the crystal-field orbitals, which stands for the anisotropic nonlinear part of the underlying energy; and the imposed point symmetry, which sets $n_{ij}=0$ when $i$ and $j$ belong to different irreducible representations (irreps). With symmetry, $n$ is block diagonal. The allowed set $K$ is convex, because each condition on $n$ survives averaging.

An integer filling $S$ is a set of $N$ orbitals, with projector $P_S$ ($d_i=1$ on $S$, $0$ elsewhere, $O=0$) and energy $E_S=\sum_{i\in S}\varepsilon_i$. There are $\binom MN$ fillings. The index $i$ labels a filled orbital, $a$ an empty one, and $\Delta_{ia}=\varepsilon_i-\varepsilon_a$, which is positive when moving the electron from $i$ to $a$ lowers the energy. Exact ties of $\Delta_{ia}$ with $U$ or $w$ are excluded.

Since $\operatorname{Tr}n^2=\sum_{ij}|n_{ij}|^2=\sum_i d_i^2+2\sum_{i<j}|n_{ij}|^2$, the penalty is $\frac U2\sum_i d_i(1-d_i)-U\sum_{i<j}|n_{ij}|^2$, and (1) has two equivalent forms:

$$E=\sum_i\varepsilon_id_i+\frac U2\sum_i d_i(1-d_i)+(w-U)\sum_{i<j}|n_{ij}|^2, \tag{2}$$

$$E=\sum_i\varepsilon_id_i+\frac w2\sum_i d_i(1-d_i)+\frac{U-w}2\operatorname{Tr}\,n(1-n). \tag{3}$$

To check (3), expand its last term with the same identity. It gives $\frac{U-w}2\sum d(1-d)-(U-w)\sum_{i<j}|n_{ij}|^2$, and adding $\frac w2\sum d(1-d)$ returns (2).

The potential $V$ is defined by $\delta E=\operatorname{Tr}(V\,\delta n)$. The penalty gives $\frac U2\operatorname{Tr}(\delta n-2n\,\delta n)$. The stiffness term equals $\frac w2\operatorname{Tr}O^2$ and gives $w\operatorname{Tr}(O\,\delta n)$. With $h=\operatorname{diag}(\varepsilon_i)$,

$$V=h+U\left(\tfrac12-n\right)+wO. \tag{4}$$

The numbers use round parameters for a $d^2$ site, with no material intended: $\varepsilon=0,\ 0.3,\ 0.7,\ 1.5,\ 2.0$ eV for $xy,\ xz,\ yz,\ z^2,\ x^2-y^2$, which gives $\binom52=10$ fillings. In $D_{2h}$ the first three orbitals lie in separate irreps, and $z^2$ and $x^2-y^2$ share $a_g$. The program and its output follow this text.

## 3. Levels and stiffness without the penalty

At $U=0$ the energy is a linear term plus $w\sum|n_{ij}|^2$, which is convex. A convex function on a convex set has no local minimum other than the global one: if $n'$ had lower energy than $n$, then $E((1-\tau)n+\tau n')\le(1-\tau)E(n)+\tau E(n')<E(n)$ for arbitrarily small $\tau>0$. The global minimum is the filling $S_0$ of the $N$ lowest levels, because it minimizes $\sum\varepsilon_id_i$ over $0\le d_i\le1$, $\sum d_i=N$, and makes the non-negative $w$ term zero. Levels, stiffness and symmetry together, in this model, give one minimum. Concavity is necessary for more.

## 4. The penalty and the path it cannot block

At $n=P_S$ the potential (4) is diagonal, with filled levels at $\varepsilon_i-U/2$ and empty levels at $\varepsilon_a+U/2$. The filling reproduces itself under the aufbau rule when every filled level lies below every empty one, $\varepsilon_i-U/2<\varepsilon_a+U/2$, that is

$$\Delta_{\max}(S)\equiv\max_{i\in S,\,a\notin S}\Delta_{ia}<U. \tag{5}$$

The stiffness does not enter, because $O=0$. In the example $\Delta_{\max}$ is $-0.4$ eV for $xy{+}xz$, $0.4$ eV for $xy{+}yz$, $0.7$ eV for $xz{+}yz$, and between $1.2$ and $2.0$ eV for the seven fillings that use an $a_g$ orbital. Condition (5) then gives 3 self-consistent fillings at $U=1$ eV and all 10 at $U=4$ eV, which the program confirms by diagonalizing $V$.

Self-consistent does not mean minimal. Move the electron from $i$ to $a$ and leave the other orbitals alone. The $2\times2$ block has $n_{ii}=1-s$, $n_{aa}=s$ and $|n_{ia}|=c$. Its trace is 1, so its eigenvalues are $\lambda$ and $1-\lambda$ with $\lambda(1-\lambda)=\det=s(1-s)-c^2$. They lie in $[0,1]$ exactly when

$$0\le c^2\le s(1-s).$$

From (2), with $\varepsilon_i(1-s)+\varepsilon_as=\varepsilon_i-\Delta s$ and $\sum d(1-d)=2s(1-s)$,

$$E-E_S=-\Delta\,s+U\,s(1-s)+(w-U)\,c^2. \tag{6}$$

The two edges of the allowed region are two physical processes. On the edge $c=0$ the electron is shared as a statistical mixture, the eigenvalues are fractional, and the penalty charges $Us(1-s)$. This is the barrier of the short explanation. On the edge $c^2=s(1-s)$ the block is the projector on the rotated orbital $\cos\theta\,|i\rangle+\sin\theta\,|a\rangle$ with $s=\sin^2\theta$. There the $U$ terms in (6) cancel and

$$E-E_S=-\Delta\,s+w\,s(1-s).$$

The cancellation is not special to two orbitals: $\operatorname{Tr}n(1-n)$ depends only on the eigenvalues of $n$ and vanishes on every projector. With $w=0$ and no symmetry, any filling with some $\Delta_{ia}>0$ slides down as $-\Delta\sin^2\theta$, however large $U$ is. Levels plus penalty give 10 self-consistent fillings at $U=4$ eV, and nine of them are saddle points.

## 5. Symmetry and stiffness close the rotation

Equation (6) is linear in $c^2$, so at fixed $s$ its lowest value lies on an edge: at $c=0$ if $w>U$ and at $c^2=s(1-s)$ if $w<U$. If $i$ and $a$ belong to different irreps, $c=0$ is forced, as if $w$ were infinite for that pair. All cases are collected in

$$E-E_S=-\Delta_{ia}s+U_{ia}\,s(1-s),\qquad U_{ia}=\begin{cases}U,& i,a\ \text{in different irreps},\\ \min(U,w),& i,a\ \text{in one irrep}.\end{cases} \tag{7}$$

The slope at $s=0$ is $U_{ia}-\Delta_{ia}$. If it is negative for some pair, $S$ is not a minimum. If $|\Delta_{ia}|<U_{ia}$, setting the derivative $U_{ia}-\Delta_{ia}-2U_{ia}s$ to zero gives the top at $s^*=\frac12(1-\Delta_{ia}/U_{ia})$. Inserting $s^*=(U_{ia}-\Delta_{ia})/2U_{ia}$ into $(U_{ia}-\Delta_{ia})s-U_{ia}s^2$ gives $\left(\frac12-\frac14\right)(U_{ia}-\Delta_{ia})^2/U_{ia}$, so

$$B_{ia}=\frac{(U_{ia}-\Delta_{ia})^2}{4U_{ia}}. \tag{8}$$

Every path inside the two-orbital block must cross $s=s^*$, where its energy is at least (7), and the edge path attains (7), so (8) is the exact barrier within the block. It closes quadratically as $\Delta_{ia}\to U_{ia}$ and tends to $U_{ia}/4$ for nearly degenerate levels.

For $yz\to xz$, $\Delta=0.40$ eV. With $U=4$ eV and $w=6$ eV the fractional path is the cheaper one, $U_{ia}=4$ eV, and $B=(3.6)^2/16=0.81$ eV (0.0298 hartree) at $s^*=0.45$; imposed symmetry gives the same value. With $U=4$ eV and $w=1$ eV the rotation is cheaper, and $B=(0.6)^2/4=0.09$ eV (0.0033 hartree) at $s^*=0.30$. With $U=1$ eV and $w=6$ eV the barrier is again 0.09 eV, now set by $U$. With $w=0$ there is none. The program tests these four heights and positions on a grid in $(s,c)$, evaluating (1) from the eigenvalues of $n$. The weaker of the two guards sets the barrier, and strengthening the other changes nothing.

## 6. All the minima

The statement for model (1) is: every local minimum is an integer filling, and $S$ is a local minimum if and only if

$$\Delta_{ia}<U_{ia}\quad\text{for all } i\in S,\ a\notin S. \tag{9}$$

The case $U=0$ was settled in section 3 and agrees with (9), since then $U_{ia}=0$. Take $U>0$. One fact is used repeatedly. Because $n\ge0$, its $2\times2$ minors give $|n_{ij}|^2\le d_id_j$, and because $1-n\ge0$, $|n_{ij}|^2\le(1-d_i)(1-d_j)$. If all $d_i$ are 0 or 1, then $O=0$ and $n$ is an integer filling.

**Only fillings, case $w\ge U$.** Suppose some $d_i$ is fractional. The trace is an integer, so a second entry $d_j$ is fractional too. The diagonal part $D$ of $n$ lies in $K$, since its entries are in $[0,1]$ and sum to $N$, and so do $D\pm\eta X$ with $X=|i\rangle\langle i|-|j\rangle\langle j|$ and $\eta$ small. By convexity $n_\pm=(1-\tau)n+\tau(D\pm\eta X)$ lie in $K$ and approach $n$ as $\tau\to0$. Their off-diagonal part is $(1-\tau)O$, so the last term of (2) does not rise. Their diagonals are $d_i\pm x$ and $d_j\mp x$ with $x=\tau\eta$. Since $(d+x)(1-d-x)=d(1-d)+x(1-2d)-x^2$, the first two terms of (2) change by $\pm x[\varepsilon_i-\varepsilon_j+U(d_j-d_i)]-Ux^2$, which is negative for at least one sign. So $n$ is not a minimum.

**Only fillings, case $0\le w<U$.** In (3) the first term is linear, the second is concave, and the third contains $-\frac{U-w}2\operatorname{Tr}n^2$, which is strictly concave. Suppose $n$ has a fractional eigenvalue. Then it has two, with eigenvectors $u,v$ that can be chosen inside blocks, and $n\pm\eta(|u\rangle\langle u|-|v\rangle\langle v|)$ lie in $K$ for small $\eta$. Strict concavity makes the mean of their energies lower than $E(n)$, so one of them is lower. A minimum must therefore be a projector, and on projectors the third term of (3) vanishes. Suppose the projector has $n_{ij}\ne0$, which requires $i,j$ in one block. Fix the phase of $|j\rangle$ so that $n_{ij}>0$ and rotate the pair by $\theta$; this keeps $n$ a block-diagonal projector. Then $d_i\to d_i\cos^2\theta+d_j\sin^2\theta+n_{ij}\sin2\theta\equiv d_i+x$ and $d_j\to d_j-x$, with $x=2n_{ij}\theta+O(\theta^2)$ taking both signs. By the same expansion as before the energy changes by $x[\varepsilon_i-\varepsilon_j+w(d_j-d_i)]-wx^2$. For $w>0$ this is negative for one sign of $x$. For $w=0$ it is $x(\varepsilon_i-\varepsilon_j)$, which is negative for one sign because the levels differ. A minimum is thus a diagonal projector.

**Necessity of (9)** is the slope of (7), since that path lies in $K$.

**Sufficiency of (9).** Let $\tilde w=\min(U,w)$. By (2), lowering $w$ to $\tilde w$ can only lower $E$ and leaves $E_S$ unchanged, so it is enough to bound (3) with $\tilde w$. Near $P_S$ define holes $q_i=1-d_i\ge0$ and particles $p_a=d_a\ge0$, with $\sum q_i=\sum p_a=\sigma$ by the trace condition. Block $b$ has hole total $Q_b$, particle total $P_b$, and a trace that differs from an integer by $\tau_b=P_b-Q_b$. The function $\sum\lambda(1-\lambda)$ of the block's eigenvalues is concave, so on the polytope $0\le\lambda\le1$ with fixed sum it is smallest at a vertex. A vertex has at most one fractional eigenvalue, equal to $|\tau_b|$ or $1-|\tau_b|$ when $|\tau_b|<1$. Hence $\operatorname{Tr}n_b(1-n_b)\ge|\tau_b|-\tau_b^2$, and (3) gives

$$E-E_S\ \ge\ \sum_iq_i\left(\frac{\tilde w}2-\varepsilon_i\right)+\sum_ap_a\left(\varepsilon_a+\frac{\tilde w}2\right)+\frac{U-\tilde w}2\sum_b|\tau_b|-R,$$

$$R=\frac{\tilde w}2\Big(\sum_i q_i^2+\sum_a p_a^2\Big)+\frac{U-\tilde w}2\sum_b\tau_b^2 .$$

Each of the first two sums in $R$ is at most $\sigma^2$, and $\sum\tau_b^2\le(\sum|\tau_b|)^2\le(2\sigma)^2$, so $R\le\tilde w\sigma^2+2(U-\tilde w)\sigma^2\le2U\sigma^2$. Now split the transfer into flows $F_{ia}\ge0$ with $\sum_aF_{ia}=q_i$ and $\sum_iF_{ia}=p_a$. Match holes with particles inside each block first, up to $\min(Q_b,P_b)$. What is left in block $b$ is $|\tau_b|$ of one kind only, so the rest flows between different blocks. Each unit of that flow is counted once at its source and once at its sink, so its total is $F_{\rm inter}=\frac12\sum_b|\tau_b|$. The linear terms become $\sum F_{ia}(\varepsilon_a-\varepsilon_i+\tilde w)+(U-\tilde w)F_{\rm inter}$. A flow inside a block costs $\tilde w-\Delta_{ia}$ per unit and a flow between blocks costs $U-\Delta_{ia}$, which is $U_{ia}-\Delta_{ia}$ in both cases. With $m=\min(U_{ia}-\Delta_{ia})>0$,

$$E-E_S\ge\sigma\,(m-2U\sigma)>0\qquad\text{for }0<\sigma<m/2U,$$

and $\sigma=0$ forces $n=P_S$. The filling is a strict local minimum.

**The count.** The program tests (9) by projected-gradient descent over complex $n$, starting from two slightly perturbed copies of each filling and from 40 random matrices. It asserts that every run ends on an integer filling, that the fillings which return to themselves are those of (9), and that no run ends elsewhere.

| symmetry | $U$ (eV) | $w$ (eV) | minima | random starts reaching the lowest |
|---|---|---|---|---|
| none | 0 | 1 | 1 | 40/40 |
| none | 4 | 0 | 1 | 40/40 |
| none | 4 | 1 | 3 | 32/40 |
| none | 1 | 1.4 | 3 | 37/40 |
| $D_{2h}$ | 1 | 0 | 3 | 30/40 |
| $D_{2h}$ | 4 | 0 | 7 | 5/40 |
| $D_{2h}$ | 4 | 1 | 10 | 8/40 |

The first two rows show that neither stiffness nor penalty suffices alone. In the third and fourth rows $\min(U,w)=1$ eV, and the three fillings with $\Delta_{\max}<1$ eV survive. The fourth row separates $\min(U,w)$ from $w$, because $xy{+}z^2$ has $\Delta_{\max}=1.2$ eV, below $w=1.4$ eV, and is not a minimum. In the fifth row symmetry closes every cross-irrep rotation and $U=1$ eV selects the same three. In the sixth row $U$ exceeds every level difference, and only the $a_g$ rotation is open. It destroys the three fillings that have $x^2-y^2$ filled and $z^2$ empty, leaving 7. In general, for $w=0$ and $U$ above the level spread, each block fills from its bottom and a minimum is fixed by how many electrons each block holds. The count is the coefficient of $x^N$ in $\prod_b(1+x+\dots+x^{M_b})$, here the $x^2$ coefficient of $(1+3x+3x^2+x^3)(1+x+x^2)$, which is $1+3+3=7$. In the last row $w=1$ eV exceeds the $a_g$ splitting of $2.0-1.5=0.5$ eV and all 10 are minima. The last column depends on the random ensemble and on the descent rule, and 40 samples cannot separate 5 from 8. It shows only that with many minima most random starts were trapped.

Symmetry carries much of the weight here: at $U=4$ eV and $w=0$ it raises the count from 1 to 7. Six of those seven are minima only inside the constrained set and are saddles once the constraint is lifted.

## 7. The lowest pass among many orbitals

Formula (8) concerns two orbitals. When $n$ is diagonal, or when $w\ge U$ (replacing each $n$ on a path by its diagonal part is then continuous and by (2) raises no energy), the lowest pass in the whole space can be found from it. The energy $f(d)=\sum\varepsilon_id_i+\frac U2\sum d_i(1-d_i)$ is concave on the polytope $0\le d_i\le1$, $\sum d_i=N$, so for any level $E_c$ the forbidden set $G=\{f>E_c\}$ is convex and open in the polytope.

Let a path join two vertices while avoiding $G$, and let $F$ be a face of the highest dimension that the path uses, with dimension at least 2. If $G$ meets $F$, it contains a point $y$ interior to $F$, because it is open. Project $F$ radially from $y$ onto its boundary. The map is continuous away from $y$ and fixes the boundary. It sends allowed points to allowed points, for if the image of $x$ were in $G$, then $x$, lying between $y$ and its image, would be in $G$ by convexity. If $G$ misses $F$, the whole boundary is allowed and connected, and the stretch between first entry and last exit can be replaced by a boundary path. Repeating face by face pushes the path onto the edges. A face is obtained by fixing some $d_i$ at 0 or 1, and an edge leaves two coordinates free with sum 1, so an edge is a single swap. The lowest pass is therefore the minimum, over chains of single swaps, of the highest point on the chain.

The lowest chain need not be the direct one. For one electron in $xy,xz,yz$ at $U=1$ eV, the top of the edge between two orbitals is the higher level plus (8). The edge $yz$–$xz$ tops at $0.7+0.6^2/4=0.79$ eV, the edge $yz$–$xy$ at $0.7+0.3^2/4=0.7225$ eV, and the edge $xz$–$xy$ at $0.3+0.7^2/4=0.4225$ eV. The pass from $yz$ to $xz$ goes through $xy$ at 0.7225 eV, below the direct edge. The program tests this pass and the pass from $xz$ to $xy$ (the direct edge, 0.4225 eV) by finding the level at which the corners of the triangle become connected on a grid. For $w<U$ with open rotations, the swap chains give an upper bound on the pass; that the bound is attained has not been shown here.

For model (1), this part has established which integer fillings are local minima, the exact barrier within a two-orbital block, and the lowest pass among many orbitals when $n$ is diagonal or $w\ge U$. It remains to explain why an SCF run can stop at a saddle, where the stiffness $w$ comes from, and when occupation-matrix control is sure to find the lowest state.
